# Domain-Wall Mobility and the Thiele Width from Power Balance: verification in Python

```python
"""Result under test: a rigidly moving domain wall obeys v = gamma*Delta_T*B/alpha,
where 1/Delta_T = (1/2) * integral of |dm/dx|^2 dx (Thiele width Delta_T).
Symbols: m unit magnetization with components (soft, hard, easy); alpha Gilbert
damping; gamma gyromagnetic ratio; A exchange stiffness; K easy-axis constant;
K_h hard-axis constant; Ms magnetization; B field along the easy axis.
Reduced units of the simulations: length sqrt(A/K), field B_K = 2K/Ms, time
1/(gamma*B_K); h = B/B_K, q = K_h/K, kappa = quartic constant/K,
d = chiral exchange constant/sqrt(A*K). The reduced law is v = h*Delta_T/alpha.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid, quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar


def gradients(m, dx):
    """Fourth-order first and second differences at the inner points."""
    a, b, c, e, f = (m[..., :-4], m[..., 1:-3], m[..., 2:-2],
                     m[..., 3:-1], m[..., 4:])
    first = (8 * (e - b) - (f - a)) / (12 * dx)
    second = (16 * (e + b) - (f + a) - 30 * c) / (12 * dx**2)
    return first, second


def rate(m, dx, alpha, h, q, kappa, d):
    """Time derivative of m from the LLG equation; end points are held."""
    first, second = gradients(m, dx)
    s, g, e = m[..., 2:-2]
    bs = second[0] + d * first[2]
    bg = second[1] - q * g
    be = second[2] + e * (1 + 2 * kappa * (1 - e * e)) - d * first[0] + h
    ts, tg, te = g * be - e * bg, e * bs - s * be, s * bg - g * bs
    out = np.zeros_like(m)
    norm = -1 / (1 + alpha**2)
    out[0, ..., 2:-2] = norm * (ts + alpha * (g * te - e * tg))
    out[1, ..., 2:-2] = norm * (tg + alpha * (e * ts - s * te))
    out[2, ..., 2:-2] = norm * (te + alpha * (s * tg - g * ts))
    return out


def internal_energy(m, dx, q, kappa, d):
    """All energy except Zeeman, in units of sqrt(A*K) per area."""
    first, _ = gradients(m, dx)
    s, g, e = m[..., 2:-2]
    w = 1 - e * e
    density = ((first**2).sum(axis=0) + w + kappa * w**2 + q * g * g
               + d * (e * first[0] - s * first[2]))
    return density.sum(axis=-1) * dx


def thiele_width(x, m):
    """Width from the integrated squared gradient of one profile m[3, x]."""
    slope = CubicSpline(x, m, axis=1)(x, 1)
    return 2 / trapezoid((slope**2).sum(axis=0), x)


# ---- time integration of six walls at once, all starting at rest ----
names = ["Walker", "quartic", "chiral", "quartic weak", "Walker weak",
         "above breakdown"]
h = np.array([0.06, 0.06, 0.06, 0.01, 0.01, 0.20])[:, None]
kappa = np.array([0.0, 2.0, 0.0, 2.0, 0.0, 0.0])[:, None]
d = np.array([0.0, 0.0, -0.5, 0.0, 0.0, 0.0])[:, None]
alpha, q = 0.2, 1.0
dx, dt = 0.16, 0.0125
x = -12 + dx * np.arange(301)
start = np.array([1 / np.cosh(x), 0 * x, -np.tanh(x)])
m = np.repeat(start[:, None, :], len(names), axis=1)
pars = (alpha, h, q, kappa, d)
saved = {}
for step in range(1, 6401):
    k1 = rate(m, dx, *pars)
    k2 = rate(m + 0.5 * dt * k1, dx, *pars)
    k3 = rate(m + 0.5 * dt * k2, dx, *pars)
    k4 = rate(m + dt * k3, dx, *pars)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    m /= np.sqrt((m * m).sum(axis=0))
    if step in (400, 4800, 6400):
        saved[step] = m.copy()
early, late = saved[4800], saved[6400]
span = 1600 * dt
energy_change = (internal_energy(late, dx, q, kappa, d)
                 - internal_energy(early, dx, q, kappa, d))
dissipated = 2 * alpha * (rate(late, dx, *pars)**2).sum(axis=(0, 2)) * dx

print("SIMULATIONS (reduced units), alpha = %.2f, q = %.1f" % (alpha, q))
print("quartic kappa = %.1f, chiral d = %.1f" % (kappa[1, 0], d[2, 0]))
speeds, widths = [], []
for i, name in enumerate(names):
    pos = [CubicSpline(x, p[2, i]).roots(extrapolate=False)[0]
           for p in (early, late)]
    shift = pos[1] - pos[0]
    v = shift / span
    width = thiele_width(x, late[:, i])
    law = h[i, 0] * width / alpha
    moved = CubicSpline(x, early[:, i], axis=1)(np.clip(x - shift, x[0], x[-1]))
    mismatch = np.abs(moved - late[:, i]).max()
    speeds.append(v)
    widths.append(width)
    print("%s: h %.2f, width %.4f, v %.5f, law %.5f"
          % (name, h[i, 0], width, v, law))
    if name == "above breakdown":
        assert mismatch > 0.1 and v < 0.5 * law
        print("  its profile mismatch after shifting: %.2f" % mismatch)
    else:
        zeeman = 4 * h[i, 0] * v
        assert mismatch < 5e-3, (name, mismatch)
        assert abs(v / law - 1) < 5e-3, (name, v, law)
        assert abs(energy_change[i]) < 0.01 * zeeman * span, name
        assert abs(dissipated[i] / zeeman - 1) < 5e-3, name

# Walker closed form for the moving width
tilt = 0.5 * np.arcsin(h[0, 0] / (alpha * q / 2))
walker_width = 1 / np.sqrt(1 + q * np.sin(tilt)**2)
assert abs(widths[0] / walker_width - 1) < 3e-3
print("Walker closed-form width: %.4f" % walker_width)

# quartic wall: weak-field closed form against the simulated speed
kq = kappa[3, 0]
quartic_width = 2 / (1 + (1 + kq) * np.arctan(np.sqrt(kq)) / np.sqrt(kq))
speed_width = speeds[3] * alpha / h[3, 0]
slope = CubicSpline(x, late[:, 3], axis=1)(np.linspace(-5, 10, 6001), 1)
slope_width = 1 / np.sqrt((slope**2).sum(axis=0)).max()
assert abs(speed_width / quartic_width - 1) < 0.01
assert abs(speed_width / slope_width - 1) > 0.05
print("quartic weak field: width from speed %.4f" % speed_width)
print("  closed-form Thiele width %.4f" % quartic_width)
print("  maximum-slope width %.4f, tail width 1" % slope_width)

# start-up: tilt of the weakly driven Walker wall at an early time
t_early = 400 * dt
tilt_early, tilt_late = [np.arctan2(p[1, 4].sum(), p[0, 4].sum())
                         for p in (saved[400], late)]
expected = 1 - np.exp(-alpha * q * t_early / (1 + alpha**2))
assert abs(tilt_early / tilt_late / expected - 1) < 0.01
print("start-up: tilt fraction at time %.1f: %.4f, law %.4f"
      % (t_early, tilt_early / tilt_late, expected))

# ---- worked example: soft nickel-iron strip, rough typical parameters ----
Ms, A, damping = 8.0e5, 1.3e-11, 0.01
strip_w, strip_t, B = 100e-9, 5e-9, 1.0e-3
temperature, roughness, heat_capacity, path = 300.0, 1e-9, 4e6, 1e-6
gamma = sc.physical_constants["electron gyromag. ratio"][0]
section = strip_w * strip_t
dipolar = 0.5 * sc.mu_0 * Ms**2
u_max = 2000.0
u = np.concatenate([np.geomspace(1e-5, 1, 400), np.arange(1.05, u_max, 0.05)])
window = (np.sin(u) / u)**2


def bar_kernels(k, width, thick):
    """Section-averaged dipolar kernels of a bar at wavenumber k along it:
    longitudinal factor divided by k^2, and the factor across the width."""
    ky = 2 * u / width
    kk = k * k + ky * ky
    z = np.sqrt(kk) * thick
    g = 1 + np.expm1(-z) / z
    charge = 2 / np.pi * trapezoid(window * g / kk, u)
    across = 2 / np.pi * trapezoid(window * g * ky**2 / kk, u)
    return charge, across + 1 / (np.pi * u_max)


# a square bar must have equal transverse factors, and all three sum to one
for k_test in (1e3, 2 / strip_w, 10 / strip_w):
    c_sq, n_sq = bar_kernels(k_test, strip_w, strip_w)
    assert abs(k_test**2 * c_sq + 2 * n_sq - 1) < 2e-3

N_width = bar_kernels(1e3, strip_w, strip_t)[1]
K = dipolar * N_width
K_h = dipolar * (1 - 2 * N_width)
ratio = K_h / K
width0 = np.sqrt(A / K)
B_W = damping * K_h / Ms


def walker(field):
    """Tilt, Thiele width and speed of the steady Walker wall (SI)."""
    phi = 0.5 * np.arcsin(field / B_W)
    width = width0 / np.sqrt(1 + ratio * np.sin(phi)**2)
    return phi, width, gamma * width * field / damping


phi, width, v = walker(B)
# insert the Walker wall into the full LLG equation at these parameters
B_K = 2 * K / Ms
fine = np.linspace(-12, 12, 961)
arg = fine * width0 / width
wall = np.array([np.cos(phi) / np.cosh(arg), np.sin(phi) / np.cosh(arg),
                 -np.tanh(arg)])
v_red = v / (gamma * B_K * width0)
dm_dt = rate(wall, fine[1] - fine[0], damping, B / B_K, ratio, 0.0, 0.0)
dm_dx = CubicSpline(fine, wall, axis=1)(fine, 1)
residual = np.abs(dm_dt + v_red * dm_dx)[:, 5:-5].max()
residual /= np.abs(v_red * dm_dx).max()
assert residual < 2e-3, residual

dB = 1e-6
differential = (walker(B + dB)[2] - walker(B - dB)[2]) / (2 * dB)
fields = np.linspace(1e-5, B_W * (1 - 1e-9), 20001)
all_speeds = walker(fields)[2]
peak = all_speeds.argmax()
print("STRIP: Ms %.1e A/m, A %.1e J/m, alpha %.3f" % (Ms, A, damping))
print("strip width %.0f nm, thickness %.0f nm, field %.1f mT"
      % (strip_w * 1e9, strip_t * 1e9, B * 1e3))
print("gamma = %.5e rad/(s T)" % gamma)
print("demagnetizing factor across width: %.4f" % N_width)
print("K = %.3e J/m3, K_h = %.3e J/m3, ratio %.2f" % (K, K_h, ratio))
print("static Thiele width, local model: %.2f nm" % (width0 * 1e9))
print("zero-field mobility: %.1f m/s per mT" % (gamma * width0 / damping / 1e3))
print("tilt at the field: %.2f degrees" % np.degrees(phi))
print("moving Thiele width: %.2f nm" % (width * 1e9))
print("wall speed: %.1f m/s" % v)
print("chord mobility v/B: %.1f m/s per mT" % (v / B / 1e3))
print("differential mobility dv/dB: %.1f m/s per mT" % (differential / 1e3))
print("Zeeman power = dissipation: %.4f nW" % (2 * Ms * B * v * section * 1e9))
print("relative LLG residual of this wall: %.1e" % residual)

# ---- size of neglected effects ----
# Fourier transforms of the tanh wall, checked by quadrature at k*width = 1.3
p = 1.3
ft_step = 2 * quad(lambda s: np.cos(p * s) / np.cosh(s)**2, 0, 30)[0]
ft_sech = 2 * quad(lambda s: np.cos(p * s) / np.cosh(s), 0, 40)[0]
assert abs(ft_step - np.pi * p / np.sinh(np.pi * p / 2)) < 1e-7
assert abs(ft_sech - np.pi / np.cosh(np.pi * p / 2)) < 1e-7
k_grid = np.geomspace(1e4, 2e9, 160)
charge_k, across_k = np.array([bar_kernels(k, strip_w, strip_t)
                               for k in k_grid]).T


def nonlocal_energy(w):
    """Energy per area of a static tanh wall with full dipolar kernels."""
    z = np.pi * k_grid * w / 2
    terms = (charge_k * (2 * z / np.sinh(z))**2
             + across_k * (np.pi * w / np.cosh(z))**2)
    return 2 * A / w + dipolar * trapezoid(terms, k_grid) / np.pi


best = minimize_scalar(lambda nm: nonlocal_energy(nm * 1e-9) * 1e3,
                       bounds=(4, 95), method="bounded")
width_nl = best.x * 1e-9
assert 5 < best.x < 90
wall_energy = 4 * np.sqrt(A * K)
B_pin = wall_energy * roughness / (width0 * strip_w * 2 * Ms)
diffusion = sc.k * temperature * gamma * width / (2 * damping * Ms * section)
transit = path / v
wander = np.sqrt(2 * diffusion * transit)
startup = Ms * (1 + damping**2) / (2 * damping * gamma * K_h)
print("NEGLECTED EFFECTS")
print("static width with nonlocal dipolar field: %.1f nm" % best.x)
print("  zero-field mobility with it: %.0f m/s per mT"
      % (gamma * width_nl / damping / 1e3))
print("Walker breakdown field: %.2f mT" % (B_W * 1e3))
print("largest steady speed: %.0f m/s at %.2f mT"
      % (all_speeds[peak], fields[peak] * 1e3))
print("wall energy: %.2f mJ/m2, over section %.0f kT at %.0f K"
      % (wall_energy * 1e3, wall_energy * section / (sc.k * temperature),
         temperature))
print("pinning field, %.0f nm width change per wall width: %.2f mT"
      % (roughness * 1e9, B_pin * 1e3))
print("transit time over %.0f um: %.2f ns" % (path * 1e6, transit * 1e9))
print("start-up time: %.2f ns" % (startup * 1e9))
print("thermal diffusion constant: %.2e m2/s" % diffusion)
print("thermal wandering during transit: %.0f nm" % (wander * 1e9))
print("heating per passage: %.1e K (heat capacity %.0e J/(m3 K))"
      % (2 * Ms * B / heat_capacity, heat_capacity))
print("all tests passed")
```

It prints:

```
SIMULATIONS (reduced units), alpha = 0.20, q = 1.0
quartic kappa = 2.0, chiral d = -0.5
Walker: h 0.06, width 0.9534, v 0.28601, law 0.28603
quartic: h 0.06, width 0.6470, v 0.19402, law 0.19409
chiral: h 0.06, width 0.9769, v 0.29306, law 0.29307
quartic weak: h 0.01, width 0.6602, v 0.03300, law 0.03301
Walker weak: h 0.01, width 0.9987, v 0.04993, law 0.04994
above breakdown: h 0.20, width 0.8774, v 0.15788, law 0.87740
  its profile mismatch after shifting: 1.72
Walker closed-form width: 0.9535
quartic weak field: width from speed 0.6600
  closed-form Thiele width 0.6608
  maximum-slope width 0.5753, tail width 1
start-up: tilt fraction at time 5.0: 0.6168, law 0.6177
STRIP: Ms 8.0e+05 A/m, A 1.3e-11 J/m, alpha 0.010
strip width 100 nm, thickness 5 nm, field 1.0 mT
gamma = 1.76086e+11 rad/(s T)
demagnetizing factor across width: 0.0716
K = 2.877e+04 J/m3, K_h = 3.446e+05 J/m3, ratio 11.98
static Thiele width, local model: 21.26 nm
zero-field mobility: 374.3 m/s per mT
tilt at the field: 6.71 degrees
moving Thiele width: 19.70 nm
wall speed: 347.0 m/s
chord mobility v/B: 347.0 m/s per mT
differential mobility dv/dB: 297.5 m/s per mT
Zeeman power = dissipation: 0.2776 nW
relative LLG residual of this wall: 2.3e-07
NEGLECTED EFFECTS
static width with nonlocal dipolar field: 30.6 nm
  zero-field mobility with it: 539 m/s per mT
Walker breakdown field: 4.31 mT
largest steady speed: 701 m/s at 3.55 mT
wall energy: 2.45 mJ/m2, over section 295 kT at 300 K
pinning field, 1 nm width change per wall width: 0.72 mT
transit time over 1 um: 2.88 ns
start-up time: 0.66 ns
thermal diffusion constant: 1.80e-06 m2/s
thermal wandering during transit: 102 nm
heating per passage: 4.0e-04 K (heat capacity 4e+06 J/(m3 K))
all tests passed
```
